# Why resonance can report a smaller d33 than a quasi-static meter

**Question.** A poled soft ceramic is measured twice. A quasi-static meter applies an alternating force at about a hundred hertz and collects the charge. A resonance measurement finds the electrical resonance and antiresonance of a bar near a hundred kilohertz and calculates $d_{33}$ from them. Why can the second value be smaller, when both specimens have the same composition and poling? Can one relaxation time of the domain walls account for it?

**Answer.** The two methods ask the walls to move at very different rates.

**What a wall adds**

Stress and field distort the lattice inside each domain. They can also shift the boundaries between domains. When a non-180° wall moves, material changes from one orientation to another, and both its spontaneous strain and its spontaneous polarization change. The moving wall therefore contributes to the piezoelectric response. A 180° wall separates domains of equal spontaneous strain, so in this linear description stress does not push it, although a field does.

Wall motion meets friction and needs time. If the force reverses before the wall has moved appreciably, only the lattice responds.

Take a long, thin bar poled along its length, with stress $T$ (tension positive), strain $S$, field $E$ and electric displacement $D$ along that axis. Signals are small enough for linear laws. One coordinate $x$ describes the average wall displacement, scaled so that its restoring energy per volume is $x^2/2$. The energy density at given stress and field is

$$G=-\tfrac12 s_iT^2-d_iTE-\tfrac12\varepsilon_iE^2+\tfrac12x^2-x(gT+hE).$$

The subscript $i$ marks the lattice with walls frozen: compliance $s_i$, piezoelectric coefficient $d_i$, permittivity $\varepsilon_i$. The constants $g$ and $h$ say how strongly stress and field push the wall. Since $S=-\partial G/\partial T$ and $D=-\partial G/\partial E$,

$$S=s_iT+d_iE+gx,\qquad D=d_iT+\varepsilon_iE+hx.$$

The same $g$ and $h$ appear in the push and in the response. Viscous friction balances the force $-\partial G/\partial x$:

$$\tau\frac{dx}{dt}=-x+gT+hE.$$

Because the stiffness is one in these units, the friction coefficient is the relaxation time $\tau$, defined at fixed stress and field. Wall inertia is neglected.

**How the response depends on frequency**

Let all quantities vary as $e^{i\omega t}$. Then $dx/dt=i\omega x$ and

$$x=\frac{gT+hE}{1+i\omega\tau}.$$

Inserting this into $S$ and $D$ and collecting the factors of $T$ and $E$ gives

$$s=s_i+\frac{\Delta s}{1+i\omega\tau},\quad d=d_i+\frac{\Delta d}{1+i\omega\tau},\quad \varepsilon=\varepsilon_i+\frac{\Delta\varepsilon}{1+i\omega\tau},$$

with $\Delta s=g^2$, $\Delta d=gh$ and $\Delta\varepsilon=h^2$. The coefficient of $E$ in $S$ equals that of $T$ in $D$, so the direct and converse effects share one $d$. For a single wall coordinate, $\Delta d^2=\Delta s\,\Delta\varepsilon$.

The sign of $\Delta d$ is that of $gh$. I take it equal to the sign of $d_i$: a wall shift that lengthens the bar also raises its polarization.

Multiplying numerator and denominator by $1-i\omega\tau$ separates the in-phase part, marked by a prime:

$$d'(\omega)=d_i+\frac{\Delta d}{1+\omega^2\tau^2}.$$

The meter works at $\omega_q$ with short-circuited electrodes, so $E=0$ and charge per force is $D/T=d$. A meter that detects the in-phase charge reads $d'(\omega_q)$. One that detects amplitude reads $|d|$, which agrees to the digits shown in every case tabulated below but is about 4 pC/N higher when $\omega_q\tau\approx1$. The coefficient acting at the resonance $\omega_r$ is $d'(\omega_r)$, and the difference is

$$d'(\omega_q)-d'(\omega_r)=\Delta d\,\frac{(\omega_r^2-\omega_q^2)\tau^2}{(1+\omega_q^2\tau^2)(1+\omega_r^2\tau^2)}.$$

It is positive for $\Delta d>0$ and $\omega_r>\omega_q$. Its size depends on where $1/\tau$ lies:

- For $\omega_r\tau\ll1$ and $\omega_r\gg\omega_q$ it is about $\Delta d\,\omega_r^2\tau^2$, because the wall follows in both measurements.
- For $\omega_q\tau\gg1$ and $\omega_r\gg\omega_q$ it is about $\Delta d/(\omega_q\tau)^2$, because the wall is frozen in both.
- For $\omega_q\tau\ll1\ll\omega_r\tau$ it approaches $\Delta d$.

So relaxation lowers the acting coefficient noticeably when the relaxation frequency lies between the two measurements, or close to one of them. This does not yet settle what a resonance measurement *reports*, since $d_{33}$ is calculated from other quantities.

**What the bar's resonance measures**

There is no free charge inside the bar. With stray field at its sides neglected, $D$ is uniform along $z$. Solving $D=dT+\varepsilon E$ for the field gives $E=(D-dT)/\varepsilon$, and then

$$S=sT+dE=s^DT+\frac d\varepsilon D,\qquad s^D=s-\frac{d^2}{\varepsilon}=s(1-k^2),\qquad k^2=\frac{d^2}{\varepsilon s}.$$

Newton's law for the displacement $u$ is $dT/dz=-\rho\omega^2u$, with density $\rho$. Differentiating once and using $du/dz=S$,

$$\frac{d^2T}{dz^2}+q^2T=-q^2\frac{dD}{\varepsilon s^D},\qquad q^2=\rho\omega^2s^D,$$

where $dD$ on the right is the product of $d$ and $D$. A constant $T=-dD/(\varepsilon s^D)$ satisfies this equation. Adding the even solution $\cos qz$ and requiring free ends, $T(\pm L/2)=0$, gives

$$T=\frac{dD}{\varepsilon s^D}\left[\frac{\cos qz}{\cos X}-1\right],\qquad X=\frac{qL}{2}.$$

The average of $\cos qz/\cos X$ over the length is $\tan X/X$. The voltage is the integral of $E$:

$$V=\frac{LD}{\varepsilon}\left[1+\frac{d^2}{\varepsilon s^D}-\frac{d^2}{\varepsilon s^D}\frac{\tan X}{X}\right].$$

Since $d^2/(\varepsilon s^D)=k^2/(1-k^2)$, the first two terms add to $1/(1-k^2)$. The current through area $A$ is $i\omega AD$, so the impedance is

$$Z=\frac{L}{i\omega A\,\varepsilon(1-k^2)}\left[1-k^2\frac{\tan X}{X}\right].$$

For small loss the antiresonance $f_a$, where $|Z|$ is largest, lies at $X=\pi/2$. This means $2\pi f_aL\sqrt{\rho s^D}=\pi$, or

$$s^D=\frac{1}{4\rho L^2f_a^2}.$$

The resonance $f_r$, where $|Z|$ is smallest, lies at $k^2=X_r/\tan X_r$. If the coefficients are nearly the same at both frequencies, $X_r=(\pi/2)f_r/f_a$. With $1/\tan X_r=\tan(\pi/2-X_r)$,

$$k^2=\frac\pi2\frac{f_r}{f_a}\tan\left[\frac\pi2\frac{f_a-f_r}{f_a}\right].$$

The short-circuit compliance follows as $s=s^D/(1-k^2)$. These steps give $k$ and $s$, but a permittivity is still needed to obtain $d$. The recipe considered here takes it from the capacitance at 1 kHz, well below resonance:

$$d_{\rm rep}=k\sqrt{\varepsilon'(\omega_c)\,s},\qquad \omega_c=2\pi\times1\ \text{kHz}.$$

**Why part of the wall contribution returns**

The recipe mixes frequencies: $k$ and $s$ belong to the resonance, the permittivity to 1 kHz. For weak loss, $k\simeq d'(\omega_r)/\sqrt{\varepsilon'(\omega_r)s'(\omega_r)}$. Substitution cancels the compliance:

$$d_{\rm rep}\simeq d'(\omega_r)\sqrt{\frac{\varepsilon'(\omega_c)}{\varepsilon'(\omega_r)}}.$$

The square root exceeds one because the permittivity also falls with frequency. The reported value is therefore larger than the coefficient acting at resonance.

Suppose the walls follow at both the meter frequency and 1 kHz but are frozen at resonance. Then

$$d_{\rm rep}\simeq d_i\sqrt{1+\frac{\Delta\varepsilon}{\varepsilon_i}},\qquad d_{\rm meter}\simeq d_i+\Delta d.$$

Dividing both by $d_i>0$ shows that resonance reports the smaller value if

$$\frac{\Delta d}{d_i}>\sqrt{1+\frac{\Delta\varepsilon}{\varepsilon_i}}-1.$$

Slow walls alone are thus not sufficient. They must add enough to the piezoelectric coefficient compared with what they add to the permittivity.

**Numbers for a soft ceramic**

The following round parameters are in the rough range of soft lead zirconate titanate ceramics. In real ceramics much of the wall response relaxes only far above 100 kHz; that fast part follows in both measurements and counts here as part of the "lattice" values, while the wall coordinate stands for the slow part only. The lattice has $d_i=300$ pC/N, relative permittivity 1300 and compliance $16\times10^{-12}$ m²/N. The wall adds 400 to the relative permittivity and $3\times10^{-12}$ m²/N to the compliance. Its piezoelectric part follows:

$$\Delta d=\sqrt{(3\times10^{-12})(400\times8.854\times10^{-12})}\ \text{C/N}=103\ \text{pC/N}.$$

The static total is 403 pC/N. With $\tau=20$ µs, the relaxation frequency $1/(2\pi\tau)$ is 7.96 kHz. The bar is 15 mm long and 3 mm on each side, with density 7750 kg/m³.

At the meter's 110 Hz, $\omega_q\tau=0.014$. The wall follows, and the meter reads 403 pC/N.

For the resonance, the equations of the bar were solved numerically with the wall coordinate kept as an unknown at every point. The extremes of the admittance lie at $f_r=99.16$ kHz and $f_a=132.38$ kHz. The recipe then gives

$$k^2=\frac\pi2(0.7491)\tan\left[\frac\pi2(0.2509)\right]=0.489,\qquad k=0.700,$$

$$s^D=\frac{1}{4(7750)(0.015)^2(132380)^2}=8.18\times10^{-12}\ \text{m}^2/\text{N},$$

$$s=\frac{8.18\times10^{-12}}{1-0.489}\ \text{m}^2/\text{N}=16.0\times10^{-12}\ \text{m}^2/\text{N}.$$

This is the lattice compliance to within the digits shown, as expected from $\omega_r\tau=12.5$. The relative permittivity at 1 kHz is 1694, which still contains nearly all of the wall part. Hence

$$d_{\rm rep}=0.700\sqrt{(1694\times8.854\times10^{-12})(16.0\times10^{-12})}\ \text{C/N}=343\ \text{pC/N}.$$

The main results are 403 pC/N (403 pm/V) from the meter and 343 pC/N (343 pm/V) from resonance. The reported value is 15% below the meter's.

The in-phase coefficient at resonance is lower still, 301 pC/N. Of the 102 pC/N lost by relaxation, the 1 kHz permittivity restores 42 and leaves a visible gap of 60. If the relative permittivity at resonance, 1303, is used instead, the recipe returns 301 pC/N. The inequality is satisfied: $\Delta d/d_i=0.344$, while the right-hand side is 0.144.

**Changing the relaxation time**

The table changes $\tau$ and holds every other parameter fixed. Values of $d_{33}$ are in pC/N.

| $\tau$ (s) | Meter | Acting at $f_r$ | Reported |
|---|---:|---:|---:|
| $10^{-8}$ | 403 | 403 | 403 |
| $2\times10^{-6}$ | 403 | 342 | 373 |
| $2\times10^{-5}$ | 403 | 301 | 343 |
| $2\times10^{-4}$ | 401 | 300 | 317 |
| $10^{-1}$ | 300 | 300 | 300 |

The first and last rows show no gap, although the wall has the same static strength throughout. The gap thus needs a wall that follows the meter at least partly and lags more at resonance.

The fourth row has a larger gap than the third, 84 pC/N, even though the acting coefficient is almost unchanged. At 1 kHz, $\omega_c\tau$ is now 1.26, so the relative permittivity there is

$$1300+\frac{400}{1+1.26^2}\simeq1455.$$

The correcting factor falls to $\sqrt{1455/1300}=1.058$, which gives 317 pC/N. Less of the wall contribution is put back.

In the second row $\omega_r\tau=1.2$ and the loss is strong. The weak-loss formula gives about 369 pC/N, against 373 from the simulated measurement. It is an approximation, and this is where it begins to show.

**Two cases in which resonance reports more**

First let the wall respond to the field alone, as a 180° wall does here. Then $g=0$ and $\Delta s=\Delta d=0$, while $\Delta\varepsilon$ is unchanged. With $\tau=20$ µs the meter reads the lattice value, 300 pC/N, but the resonance recipe reports 342 pC/N. The excess comes from the permittivity: walls that contribute nothing to $d_{33}$ have entered through the 1 kHz capacitance.

Next reverse the sign of $h$, so that the wall opposes the lattice piezoelectricity. The meter reads 197 pC/N and the resonance reports 344 pC/N. Freezing this wall removes a subtraction. A lower resonance value is therefore a consequence of the stated wall coupling, not of high frequency as such.

**How far the single-time model can be trusted**

Relaxation must also appear as loss. With $y=\omega\tau$ and $\varepsilon_0=\varepsilon_i+\Delta\varepsilon$ denoting the static permittivity of the ceramic, the ratio of out-of-phase to in-phase permittivity is

$$\tan\delta=\frac{\Delta\varepsilon\,y/(1+y^2)}{\varepsilon_i+\Delta\varepsilon/(1+y^2)}=\frac{\Delta\varepsilon\,y}{\varepsilon_0+\varepsilon_iy^2}.$$

Setting its derivative to zero gives $\varepsilon_0=\varepsilon_iy^2$, so

$$\tan\delta_{\max}=\frac{\Delta\varepsilon}{2\sqrt{\varepsilon_i\varepsilon_0}}=\frac{400}{2\sqrt{1300\times1700}}=0.135,$$

at 9.1 kHz. At 1 kHz the loss tangent is 0.029, and the quality factor of the resonance is 74.

Set beside real soft lead zirconate titanate, a $d_{33}$ of several hundred pC/N, a loss of a few percent at 1 kHz and a quality factor of several tens are ordinary magnitudes. The 13% loss peak is not typical. Such ceramics usually show a gradual change over many decades of frequency, which points to many relaxation times. This is the assumption that matters most among those sized here.

To estimate its effect, spread the same total wall strength evenly in $\ln\tau$ between $\tau_1=20$ ns and $\tau_2=20$ ms, with the ratio $g/h$ unchanged. The fraction of the wall response that remains in phase is

$$F(\omega)=\frac{1}{\ln(\tau_2/\tau_1)}\int_{\tau_1}^{\tau_2}\frac{d\tau}{\tau(1+\omega^2\tau^2)}=\frac{\left[\ln\tau-\frac12\ln(1+\omega^2\tau^2)\right]_{\tau_1}^{\tau_2}}{\ln(\tau_2/\tau_1)}.$$

For $\omega\tau_1\ll1\ll\omega\tau_2$ the upper limit gives $-\ln\omega$ and the lower gives $\ln\tau_1$. Thus $F\simeq\ln[1/(\omega\tau_1)]/\ln(\tau_2/\tau_1)$, which falls by one sixth per decade of frequency here. With these fractions in $d'$ and $\varepsilon'$, the meter would read 384 pC/N and the weak-loss formula gives a reported value of 348 pC/N. The gap shrinks from 60 to 36 pC/N but keeps its sign. The width and the position of the window are both choices: six decades from 0.2 ns to 0.2 ms leave a gap of about 21 pC/N, from 20 ps to 20 µs about 10 pC/N, and twelve decades from 20 ps to 20 s about 18 pC/N. This is therefore a measure of sensitivity and not a prediction for a particular ceramic.

Four other omissions, estimated here, are smaller for this bar. Each estimate uses rough inputs:

- **Amplitude.** Let $d_{33}$ grow by 20 pC/N per MPa of stress amplitude. A meter force of 0.25 N on 9 mm² gives 0.028 MPa and a shift of 0.6 pC/N. A resonance drive of 0.1 V gives a peak stress of 0.013 MPa and a shift of at most 0.3 pC/N. A stronger drive would require a new estimate. The static clamping force that real meters apply to hold the specimen is not included.
- **Sideways motion.** With Poisson ratio $\nu=0.35$, lateral displacement adds a fraction $\nu^2(b^2/6)(\pi/L)^2=0.008$ to the kinetic energy, where $b=3$ mm is the side. If the lateral strain is simply $-\nu S$, both frequencies fall by about half that fraction, and since the inferred $s$ varies as $1/f^2$, $d_{\rm rep}$ rises by about 0.4%, or 1.4 pC/N. In a poled ceramic the lateral strain also contains $d_{31}E$; with $d_{31}\approx-0.45\,d_{33}$, $f_a$ falls less than $f_r$, the inferred $k$ rises, and the shift is 2 to 3 pC/N.
- **Temperature.** If $\tau$ is thermally activated with 0.5 eV, warming from 298 to 308 K shortens it from 20 to 10.6 µs. The weak-loss formula then gives a reported value higher by 1.5 pC/N. This counts only the change in $\tau$ and holds for this $\tau$; starting from $\tau=200$ µs, where 1 kHz lies on the relaxation step, the same warming raises the reported value by 13 pC/N. The lattice coefficients and the wall strength also vary with temperature, so both measurements should be made at the same temperature.
- **Heat exchange.** A stress $T$ applied without heat flow changes the temperature $\theta$ by an amount of size $\alpha\theta T/c$, where $\alpha$ is the thermal expansion coefficient along the bar and $c$ the heat capacity per volume. This releases pyroelectric charge. With the pyroelectric coefficient $p$, the resulting difference in $d_{33}$ has size $p\alpha\theta/c$. For $p=400$ µC/(m² K), $\alpha=4\times10^{-6}$ K⁻¹ and $c=3$ J/(cm³ K), it is 0.16 pC/N. This is the difference between isothermal and adiabatic conditions; heat diffuses only tens of micrometres in one cycle at 110 Hz, so both measurements are nearly adiabatic and the figure is an upper bound.

None of these four comes near the gap of 60 pC/N, or the 36 pC/N left by the spread of relaxation times. Within this model, a meter value above the resonance value therefore need not mean that either measurement is faulty. One relaxation time is enough to produce such a gap, though not the gradual frequency dependence usual in these ceramics. The two values describe the same walls at different frequencies, and the resonance value also carries a permittivity from a third. Further values are in the numerical output below.

## Computed values

```
lattice d33: 300.0 pC/N
lattice relative permittivity: 1300
lattice compliance: 16.0 pm^2/N
wall part of relative permittivity: 400
wall part of compliance: 3.0 pm^2/N
wall part of d33: 103.1 pC/N
static total d33: 403.1 pC/N
relaxation time: 20.0 us
relaxation frequency 1/(2 pi tau): 7.96 kHz
bar length, side: 15.0, 3.0 mm
density: 7750 kg/m^3
meter frequency: 110 Hz
omega*tau at meter: 0.0138
capacitance frequency: 1000 Hz
omega*tau at capacitance frequency: 0.1257
resonance frequency: 99.16 kHz
antiresonance frequency: 132.38 kHz
omega*tau at resonance: 12.46
coupling factor k33 from recipe: 0.6996
short-circuit compliance from recipe: 16.02 pm^2/N
relative permittivity at 1 kHz: 1693.9
relative permittivity at resonance: 1302.6
d33 from quasi-static meter: 403.1 pC/N
d33 reported by resonance recipe: 343.0 pC/N
formula for reported d33: 342.9 pC/N
in-phase d33 at resonance: 300.7 pC/N
recipe with permittivity at resonance: 300.7 pC/N
meter minus reported: 60.1 pC/N
reported shortfall: 14.9 %
meter minus in-phase at resonance: 102.4 pC/N
wall ratio in d33, threshold: 0.3436, 0.1435
frozen-wall limit of recipe: 343.1 pC/N
quality factor at resonance: 74.1
dielectric loss tangent at 1 kHz: 0.0292
peak loss tangent: 0.1345 at 9.10 kHz
tau (s), omega_r*tau, meter, in-phase at f_r, reported (pC/N):
  1e-08, 0.00577, 403.1, 403.1, 403.1
  2e-06, 1.2, 403.1, 342.3, 372.7
  2e-05, 12.5, 403.1, 300.7, 343.0
  2e-04, 125, 401.1, 300.0, 317.4
  1e-01, 6.23e+04, 300.0, 300.0, 300.0
field-only wall, meter/reported: 300.0/342.3 pC/N
opposite-sign wall, meter/reported: 196.9/343.9 pC/N
six-decade spread, meter/reported: 383.5/347.9 pC/N
six-decade spread, gap: 35.6 pC/N
rough amplitude coefficient: 20 pC/N per MPa
meter force 0.25 N: stress 0.0278 MPa, shift 0.56 pC/N
drive 0.1 V: peak stress 0.0129 MPa, shift 0.26 pC/N
lateral inertia (Poisson 0.35): 1.38 pC/N
10 K warming from 298 K, 0.5 eV: tau 10.6 us
10 K warming, shift of reported d33: 1.48 pC/N
rough pyroelectric coefficient: 400 uC/(m^2 K)
rough expansion, heat capacity: 4e-06 1/K, 3.0 J/(cm^3 K)
isothermal minus adiabatic d33, size: 0.16 pC/N
```
